# Bend Loss of a Slab Waveguide by Conformal Mapping and WKB

## 1. A very thin, weakly guiding slab

Bend a slab waveguide so that its centre line is a circle of radius $R$. Let the slab be so thin that almost all the field lies in the cladding, of index $n_2$. With vacuum wavenumber $k$, write $p_2=kn_2$. If the straight mode varies along the guide as $e^{i\beta_0 s}$, its field decays sideways at the rate $\gamma=\sqrt{\beta_0^2-p_2^2}$.

On the bend the phase is $\beta_0R\varphi$, with $\varphi$ the polar angle. At radius $r=R+x$ the same phase advance is spread over a longer arc, so the local wavenumber along the arc is $\beta_0R/r$. For $x\ll R$ the squared decay rate becomes

$$\kappa^2(x)=\left(\frac{\beta_0R}{R+x}\right)^2-p_2^2\simeq\gamma^2-\frac{2\beta_0^2x}{R}. \tag{1}$$

It vanishes at $x_t=\gamma^2R/(2\beta_0^2)$. Beyond that point the field oscillates and carries power away. Apart from a factor that varies only as a power of $R$, the intensity reaching it is reduced by $e^{-2S}$, where

$$2S=2\int_0^{x_t}\sqrt{\gamma^2-\frac{2\beta_0^2x}{R}}\,dx
=2\cdot\frac23\,\frac{\gamma^3R}{2\beta_0^2}=\frac{2\gamma^3}{3\beta_0^2}R. \tag{2}$$

The exponential dependence on radius has a simple origin: the barrier length is proportional to $R$, while its height at the guide stays fixed. The expansion in (1) needs $x_t\ll R$, that is, $\gamma\ll\beta_0$. Strong guidance requires the full barrier, and the prefactor requires the mode of a slab of finite width.

## 2. The mapped waveguide

Let the core, of index $n_1>n_2$, occupy $R-a<r<R+a$. The materials are lossless and nonmagnetic, the walls smooth, and the cladding unbounded outside. The electric field $E$ points along the cylinder axis and varies in time as $e^{-i\omega t}$. Then

$$E_{rr}+\frac1rE_r+\frac1{r^2}E_{\varphi\varphi}+k^2n^2(r)E=0. \tag{3}$$

$E$ is continuous at the walls, and so is $E_r$, which is proportional to the tangential magnetic field. Define

$$u=R\ln\frac rR,\qquad v=R\varphi. \tag{4}$$

The chain rule gives $E_r=(R/r)E_u$, and a second differentiation gives

$$E_{rr}=\frac{R^2}{r^2}E_{uu}-\frac{R}{r^2}E_u .$$

The last term cancels $E_r/r=(R/r^2)E_u$. Since $E_{\varphi\varphi}=R^2E_{vv}$, multiplication of (3) by $r^2/R^2=e^{2u/R}$ yields

$$E_{uu}+E_{vv}+k^2n^2e^{2u/R}E=0. \tag{5}$$

No approximation has been made. The bent guide is equivalent to a straight one with index $n\,e^{u/R}$. This is a tilted index near the core, but the tilt is exponential, not linear. The walls lie at

$$u_\pm=R\ln\left(1\pm\frac aR\right)=\pm a-\frac{a^2}{2R}+O(R^{-2}). \tag{6}$$

For a mode $E=\psi(u)e^{i\beta v}$, equation (5) becomes

$$\psi''+\left[k^2n^2e^{2u/R}-\beta^2\right]\psi=0, \tag{7}$$

with $\psi$ and $\psi'$ continuous. Because power escapes, $\beta$ is complex. Intensity falls as $e^{-2\,\mathrm{Im}\beta\,v}$, so the power loss per unit centre-line length is $\alpha=2\,\mathrm{Im}\,\beta$.

## 3. Loss as a flux

Multiply (7) by $\psi^*$ and take the imaginary part. The index is real, so $\mathrm{Im}(\psi^*\psi'')=\mathrm{Im}(\beta^2)|\psi|^2$. The left side is the derivative of $F=\mathrm{Im}(\psi^*\psi')$, because the extra term $|\psi'|^2$ is real. Towards the centre of the circle, $u\to-\infty$, the regular solution behaves as $e^{\beta u}$ and $F$ vanishes. With $\mathrm{Im}\,\beta^2=2\,\mathrm{Re}\beta\,\mathrm{Im}\beta=\alpha\,\mathrm{Re}\beta$, integration gives

$$\alpha=\frac{F(u_c)}{\mathrm{Re}\,\beta\int_{-\infty}^{u_c}|\psi|^2du}. \tag{8}$$

This holds for any upper limit $u_c$, provided flux and integral use the same one. I take $u_c$ just past the turning point, so that the integral includes the outer evanescent tail. The flux at the wall would be smaller, by $\alpha\,\mathrm{Re}\beta$ times the integral of $|\psi|^2$ over that tail.

The numerator is already exponentially small. From here on, the real part of $\beta$ may therefore be used in calculating it, and $\beta$ denotes that real part. An imaginary part changes the tunnelling integral, to first order, by an imaginary amount, which alters the phase and not the modulus of the transmitted field.

## 4. Passing the turning point

In the outer cladding set

$$p(u)=p_2e^{u/R},\qquad \kappa(u)=\sqrt{\beta^2-p^2(u)} . \tag{9}$$

The turning point, where $p=\beta$, is

$$u_t=R\ln\frac{\beta}{p_2},\qquad r_t=\frac{\beta}{p_2}R. \tag{10}$$

At $r_t$ the phase front, which turns rigidly with angular speed $\omega/(\beta R)$, moves at the speed of light in the cladding, $\omega/p_2$.

The WKB form $\kappa^{-1/2}\exp(\pm\int\kappa\,du)$ requires $|\kappa'|\ll\kappa^2$. From $\kappa\kappa'=-p^2/R$, this condition near the core is

$$\frac{p_2^2}{R\gamma^3}\ll1. \tag{11}$$

It fails close to $u_t$, where an Airy solution joins the two sides. There $\kappa^2\simeq c(u_t-u)$ with $c=2\beta^2/R$. With $s=c^{1/3}(u_t-u)$, equation (7) becomes $\psi_{ss}=s\psi$. Let $\zeta=\frac23|s|^{3/2}$, which equals the integral of $\kappa$, or of $q=\sqrt{p^2-\beta^2}$ on the far side, measured from $u_t$. For large $|s|$,

$$\mathrm{Bi}+i\,\mathrm{Ai}\simeq
\begin{cases}
\pi^{-1/2}|s|^{-1/4}e^{i(\zeta+\pi/4)}, & u>u_t,\\
\pi^{-1/2}s^{-1/4}\left(e^{\zeta}+\tfrac i2e^{-\zeta}\right), & u<u_t.
\end{cases} \tag{12}$$

On the far side $\zeta$ grows with $u$, so with $e^{-i\omega t}$ this combination is the outgoing wave. Deep inside the barrier the second term is negligible in size. Since $|s|^{1/4}$ is proportional to $\kappa^{1/2}$ or $q^{1/2}$ with the same constant on both sides, the connection is

$$\frac{C}{\sqrt\kappa}\exp\left(\int_u^{u_t}\kappa\,du'\right)
\;\longleftrightarrow\;
\frac{C}{\sqrt q}\exp\left(i\int_{u_t}^{u}q\,du'+\frac{i\pi}4\right). \tag{13}$$

The right-hand wave has $\psi'\simeq iq\psi$ and hence $F=q|\psi|^2=|C|^2$. At the outer wall the left-hand form gives $|\psi_a|^2=|C|^2e^{2S}/\kappa_a$, where $\psi_a=\psi(u_+)$ and $\kappa_a=\kappa(u_+)$. Therefore

$$F=\kappa_a|\psi_a|^2e^{-2S},\qquad S=\int_{u_+}^{u_t}\kappa\,du. \tag{14}$$

The numerical factor in front is one: the growing and outgoing amplitudes in (13) are equal.

To evaluate $S$, put $\kappa=\beta\tanh\theta$ and $p=\beta/\cosh\theta$. Then $du=R\,dp/p=-R\tanh\theta\,d\theta$. The turning point has $\theta=0$ and the wall has $\theta_a=\mathrm{artanh}(\kappa_a/\beta)$. Reversing the limits absorbs the minus sign:

$$S=R\beta\int_0^{\theta_a}\tanh^2\theta\,d\theta
=R\left[\beta\,\mathrm{artanh}\frac{\kappa_a}{\beta}-\kappa_a\right]. \tag{15}$$

## 5. Large radius

An error of order one in $2S$ changes the loss by a finite factor. Before $\beta$ is replaced by $\beta_0$ in (15), their difference must therefore be shown to vanish faster than $1/R$.

Set $w=u+a^2/(2R)$. By (6) the walls are at $w=\pm a+O(R^{-2})$, so to first order in $1/R$ they have moved as a rigid pair, which does not affect $\beta$. The factor in (7) is $n^2(1+2w/R)+O(R^{-2})$. First-order perturbation theory with the straight even mode $\psi_0$ gives

$$\delta(\beta^2)=\frac{\int\psi_0^2\,(2k^2n^2w/R)\,dw}{\int\psi_0^2\,dw}=0, \tag{16}$$

because the integrand is odd. Hence $\beta=\beta_0+b/R^2+\dots$, with $b$ a constant. This is an asymptotic expansion of the real part; the exponentially small loss does not appear in it.

Now split the action at $u=0$, where $p=p_2$. At $\beta=\beta_0$ the decay rate there is $\gamma$, and the steps leading to (15) give

$$S=R\left[\beta_0\,\mathrm{artanh}\frac{\gamma}{\beta_0}-\gamma\right]-\int_0^{u_+}\kappa\,du+\delta S. \tag{17}$$

Here $\delta S$ comes from the shift of $\beta$. Since $\kappa$ vanishes at $u_t$, the moving endpoint contributes nothing, and

$$\frac{\partial S}{\partial\beta}=\int_{u_+}^{u_t}\frac{\beta}{\kappa}\,du=R\int_0^{\theta_a}d\theta=R\theta_a .$$

Thus $\delta S\simeq(b/R)\,\mathrm{artanh}(\gamma/\beta_0)$, which vanishes at large $R$.

In the remaining integral of (17), $\kappa\simeq\gamma-p_2^2u/(\gamma R)$ and $u_+\simeq a-a^2/(2R)$, so

$$\int_0^{u_+}\kappa\,du\simeq\gamma a-\frac{\gamma a^2}{2R}-\frac{p_2^2a^2}{2\gamma R}
=\gamma a-\frac{\beta_0^2a^2}{2\gamma R},$$

where $\gamma^2+p_2^2=\beta_0^2$ was used. Altogether,

$$2S=gR-2\gamma a+\frac1R\left[2b\,\mathrm{artanh}\frac{\gamma}{\beta_0}+\frac{\beta_0^2a^2}{\gamma}\right]+O(R^{-2}), \tag{18}$$

$$g=2\left[\beta_0\,\mathrm{artanh}\frac{\gamma}{\beta_0}-\gamma\right]. \tag{19}$$

The term $-2\gamma a$ must be kept. Tunnelling starts at the outer wall, not at the centre line, and this raises the loss by the finite factor $e^{2\gamma a}$.

## 6. The prefactor

To leading order the wall density $D=|\psi_a|^2/\int|\psi|^2du$ is that of the straight even mode. This mode is $\cos hx$ in the core and $\cos(ha)\,e^{-\gamma(|x|-a)}$ outside, with $h^2=k^2n_1^2-\beta_0^2$. Continuity of slope requires $h\tan ha=\gamma$. Define $K^2=h^2+\gamma^2=k^2(n_1^2-n_2^2)$. Then

$$\cos^2ha=\frac1{1+\tan^2ha}=\frac{h^2}{K^2},\qquad
\sin ha\cos ha=\tan ha\,\cos^2ha=\frac{h\gamma}{K^2}.$$

The core contributes $a+\sin ha\cos ha/h=a+\gamma/K^2$ to the norm. The two tails together contribute $2\cos^2(ha)/(2\gamma)=h^2/(\gamma K^2)$. Their sum is

$$\int\psi_0^2dx=a+\frac{\gamma^2+h^2}{\gamma K^2}=a+\frac1\gamma,
\qquad D_0=\frac{\gamma h^2}{K^2(1+\gamma a)}. \tag{20}$$

Equations (8) and (14) give $\alpha=\kappa_aDe^{-2S}/\beta$. Replacing $\kappa_a$, $D$ and $\beta$ by their straight-guide limits, and using (18), one finds

$$\alpha=A\,e^{-gR}\left[1+O(R^{-1})\right],\qquad
A=\frac{\gamma^2h^2e^{2\gamma a}}{\beta_0K^2(1+\gamma a)}. \tag{21}$$

This is the bend-loss law at fixed guide and wavelength, for the even mode of a slab unbounded along the cylinder axis with $E$ along that axis. The prefactor $A$ is not derived here for the other polarisation, or for channel guides and fibres, which confine the field in both transverse directions. The length needed to reduce the loss by a factor of ten is $\ln10/g$ in radius.

## 7. Why a linear tilt is not enough

Suppose the squared index in (7) is linearised, $n^2e^{2u/R}\to n^2(1+2u/R)$; this is what "linear tilt" means below. (Linearising $n$ itself keeps part of the quadratic term, so it errs less, but in the same direction.) The barrier becomes $\kappa^2=\gamma^2-2p_2^2u/R$, and the integral in (2), with $\beta_0^2$ replaced by $p_2^2$ in the slope, gives

$$g_{\rm lin}=\frac{2\gamma^3}{3p_2^2}. \tag{22}$$

Compare series in $t=\gamma/\beta_0<1$. From $\mathrm{artanh}\,t=t+t^3/3+t^5/5+\dots$ and $p_2^2=\beta_0^2(1-t^2)$,

$$g=2\gamma\left(\frac{t^2}3+\frac{t^4}5+\frac{t^6}7+\dots\right),\qquad
g_{\rm lin}=2\gamma\left(\frac{t^2}3+\frac{t^4}3+\frac{t^6}3+\dots\right). \tag{23}$$

The first term of either series is the thin-guide result (2), $g_{\rm weak}=2\gamma^3/(3\beta_0^2)$. Term by term, $g_{\rm weak}<g<g_{\rm lin}$. The linear tilt makes the barrier too long and underestimates the loss; formula (2) overestimates it.

A gentler bend does not cure this. The tilt at the core does become small, but the turning point recedes in proportion to $R$, so $u_t/R=\ln(\beta/p_2)$ tends to a constant. The expansion parameter over the barrier is set by the guide and not by the radius. The resulting error in the exponent grows as $R$.

Two opposite limits show the range of behaviour. For a core thin enough that both $ha\ll1$ and $\gamma\ll\beta_0$, the mode condition becomes $h^2a\simeq\gamma$ with $h^2\simeq K^2$, so $\gamma\simeq K^2a$ and

$$g\simeq\frac{2K^6a^3}{3\beta_0^2}.$$

Halving a thin core therefore calls for about eight times the radius to keep the same exponent. In the opposite limit, $\beta_0\gg p_2$, we have $\gamma\simeq\beta_0$ and $\mathrm{artanh}(\gamma/\beta_0)=\mathrm{arcosh}(\beta_0/p_2)\simeq\ln(2\beta_0/p_2)$. Then

$$g\simeq2\beta_0\left[\ln\frac{2\beta_0}{p_2}-1\right],$$

which grows only logarithmically with $\beta_0/p_2$ at fixed $\beta_0$, whereas $g_{\rm lin}$ grows as its square. Since $\beta_0<kn_1$, the ratio $\beta_0/p_2$ stays below $n_1/n_2$, so dielectric guides barely reach this limit. The logarithmic form is 14% too low at $\beta_0/p_2=2$ and negative below $e/2\simeq1.36$, so (19) should be used in practice.

## 8. A worked guide

Micrometres are the natural unit here. Take round model parameters: vacuum wavelength $1.55$ µm, $n_1=2.0$, $n_2=1.5$ and $a=0.25$ µm. The even mode has $h=3.46907$, $\gamma=4.08925$ and $\beta_0=7.32765$, with $p_2=6.08050$, all in µm$^{-1}$. Since $\gamma/\beta_0=0.558$, guidance is not weak.

From (19), $\mathrm{artanh}(0.55806)=0.6300$ and

$$g=2(7.32765\times0.6300-4.08925)\simeq1.054\ \text{µm}^{-1}.$$

Equation (21) gives $A=3.649$ µm$^{-1}$. Each extra $2.18$ µm of radius lowers $\alpha$ tenfold.

The reference calculation solves (3) without the map or WKB. It matches Bessel functions of order $\beta R$ at both walls, with an outgoing Hankel function outside. The small imaginary part of the order is found by linearising the matching condition; at $R=10$ µm a full complex root confirms it.

At that radius the reference calculation gives $\beta=7.34012$ µm$^{-1}$ and $D=1.01238$ µm$^{-1}$. With this $\beta$, equation (9) gives

$$\kappa_a=\sqrt{7.34012^2-(6.08050\times1.025)^2}=3.877\ \text{µm}^{-1}.$$

Equation (15) then gives $2S=8.7283$, and the WKB loss with the bent mode is

$$\alpha\simeq\frac{3.877\times1.01238}{7.34012}\,e^{-8.7283}=8.66\times10^{-5}\ \text{µm}^{-1}.$$

The Bessel value is $8.34\times10^{-5}$ µm$^{-1}$, lower by the tunnelling correction $0.963$. The asymptotic law (21) gives $9.61\times10^{-5}$ µm$^{-1}$, about 15% above the Bessel value. For a quarter circle the Bessel loss is

$$\frac{10}{\ln10}\,\alpha\,\frac{\pi R}2=4.343\times8.344\times10^{-5}\times15.71=5.7\times10^{-3}\ \text{dB}.$$

As $R$ doubles from 10 to 80 µm, the ratio of Bessel loss to law runs through $0.868$, $0.938$, $0.970$ and $0.985$. The deviation from one roughly halves each time, as a $1/R$ correction should. Extrapolating the last two values to infinite radius gives $1.0003$, which tests the prefactor as well as the exponent.

The remaining $1.5\%$ at $R=80$ µm can be traced to its parts. The product $R^2(\beta-\beta_0)$ falls from $1.25$ µm at $R=10$ µm to $1.20$ µm at both 40 and 80 µm, which fixes $b\simeq1.20$ µm. The bracket in (18) is then

$$2(1.20)(0.630)+\frac{7.32765^2\times0.25^2}{4.08925}\simeq2.33\ \text{µm},$$

so $2S$ exceeds $gR-2\gamma a$ by about $0.029$, as the numerical output also shows. This lowers the loss by $2.9\%$. The smaller $\kappa_a$ lowers it by $0.7\%$, and the correction to WKB tunnelling by $0.3\%$. Against these, the wall density rises from $0.8462$ to $0.8670$ µm$^{-1}$, or by $2.4\%$: the bent mode has more weight at its outer wall. The net change is $-1.5\%$. The good agreement thus includes a partial cancellation.

The slope of $\ln\alpha$ between 40 and 80 µm gives $1.0541$ µm$^{-1}$, against $g=1.0545$ µm$^{-1}$. The linear tilt would give $1.233$ and the weak-guidance formula $0.849$ µm$^{-1}$. At $R=40$ µm the error of the linear tilt in the exponent alone multiplies the predicted loss by $7.9\times10^{-4}$.

The very small losses at the larger radii test the asymptotic law; they do not predict the total loss of a device. Absorption, wall roughness and the mode mismatch where a straight guide meets the bend are absent from the model. The cladding must also continue beyond $r_t\simeq1.205R$, about 2 µm outside the centre line at $R=10$ µm and 16 µm at $R=80$ µm. If another material begins sooner, (21) no longer applies: the barrier integral in (14) changes, and so does its prefactor of one, which belongs to a smooth turning point and not to an abrupt wall. If it begins farther out, the wave reflected at its surface can still raise or lower the loss, so (21) applies only when that reflection is negligible. Finally, when the core is very thin or the index contrast very small, $\gamma$ becomes small and condition (11) fails at fixed $R$: the barrier is then too weak for the exponential law to apply.

## Table of computed values

```
vacuum wavelength = 1.55 um, half-width a = 0.25 um
core index n1 = 2.0, cladding index n2 = 1.5
k = 4.05367 /um, k n2 = 6.08050 /um, V = 1.34062
h = 3.46907 /um, gamma = 4.08925 /um
beta0 = 7.32765 /um, gamma/beta0 = 0.55806
straight wall density = 0.84623 /um
prefactor A = 3.64867 /um
g, exponential index = 1.05445 /um
g, linearised n^2 = 1.23299 /um
g, weak guidance = 0.84900 /um
g, Bessel losses at 40 and 80 um = 1.05406 /um
R = 10 um: beta = 7.340120 /um, turning point u_t = 1.8827 um
  2S = 8.7283, tunnelling exact/WKB = 0.96349, wall density = 1.01238 /um
  alpha Bessel = 8.34449e-05 /um, law = 9.60987e-05 /um, ratio = 0.86833
  quarter-circle loss from Bessel alpha = 5.6925e-03 dB
R = 20 um: beta = 7.330668 /um, turning point u_t = 3.7396 um
  2S = 19.1588, tunnelling exact/WKB = 0.98464, wall density = 0.92950 /um
  alpha Bessel = 2.37487e-09 /um, law = 2.53105e-09 /um, ratio = 0.93829
  quarter-circle loss from Bessel alpha = 3.2402e-07 dB
R = 40 um: beta = 7.328400 /um, turning point u_t = 7.4668 um
  2S = 40.1910, tunnelling exact/WKB = 0.99287, wall density = 0.88775 /um
  alpha Bessel = 1.70266e-18 /um, law = 1.75577e-18 /um, ratio = 0.96975
  quarter-circle loss from Bessel alpha = 4.6461e-16 dB
R = 80 um: beta = 7.327837 /um, turning point u_t = 14.9275 um
  2S = 82.3403, tunnelling exact/WKB = 0.99656, wall density = 0.86696 /um
  alpha Bessel = 8.32214e-37 /um, law = 8.44887e-37 /um, ratio = 0.98500
  quarter-circle loss from Bessel alpha = 4.5418e-34 dB
alpha from complex root at 10 um = 8.34449e-05 /um
R^2 (beta-beta0) at 40, 80 um = 1.1995, 1.1977 um
2S-(gR-2 gamma a) at 40, 80 um = 0.05764, 0.02896
extrapolated wall density = 0.84616 /um
extrapolated loss ratio Bessel/law = 1.00025
linearised/exponential loss factor at 40 um = 7.9141e-04
```
